\section*{Envelope selection of edges and rounded corners in ion-beam erosion}

\section{From the sputter yield to the selected height}

\subsection{What a wrong selection does}

A profile code that joins two eroding planes by the first edge compatible with the erosion law can put the surface in the wrong place. In the ridge example of the second half, a wall of slope 2 meets a flat top under a vertical ion beam. After the flat top has been lowered by 100 nm, an edge running directly from wall to top leaves the surface 12.4 nm too high at the position of that edge. The height is continuous there and both planes recede at their correct speeds, so neither condition exposes the error.

Moving each orientation at its own speed does not repair the method. In the matching valley, the paths of the floor and wall orientations cross, and one position receives several slopes. What is missing is a rule that says which orientations survive at a corner. The rule below follows from adding a small second-order smoothing to the erosion law and then letting it vanish. It uses the lower envelope of the erosion function for a valley and the upper envelope for a ridge.

\subsection{The erosion law}

Let the surface be the graph $y=h(x,t)$, with the solid below it and $y$ pointing up. Its slope is $p=h_x$; subscripts $x$ and $t$ denote derivatives. Ions arrive along $-y$ with flux $J$, counted per area normal to the beam. The solid has atomic density $n$, and an ion arriving at angle $\theta$ from the surface normal removes $Y(\theta)$ atoms on average.

The outward unit normal is
\begin{equation}
\mathbf N=\frac{(-p,1)}{\sqrt{1+p^2}},\qquad
\cos\theta=\frac{1}{\sqrt{1+p^2}},\qquad \tan\theta=|p|.
\end{equation}
A unit area of tilted surface intercepts $J\cos\theta$ ions per time. It loses $JY\cos\theta$ atoms per time, each occupying the volume $1/n$. The surface therefore recedes along $-\mathbf N$ at speed
\begin{equation}
v=\frac{J}{n}Y(\theta)\cos\theta .
\end{equation}
A point $(X,Z)$ that stays on the surface obeys $Z=h(X,t)$, hence $\dot Z=h_t+p\dot X$. With $(\dot X,\dot Z)=-v\mathbf N$,
\begin{equation}
h_t=\dot Z-p\dot X
=-\frac{v(1+p^2)}{\sqrt{1+p^2}}
=-\frac{v}{\cos\theta}=-\frac{J}{n}Y(\theta).
\end{equation}
The cosine from the intercepted flux cancels the one from the conversion to vertical speed. The law is thus
\begin{equation}
h_t+H(h_x)=0,\qquad H(p)=\frac{J}{n}\,Y(\arctan|p|). \label{eq:law}
\end{equation}
The function $H$, called the Hamiltonian of this equation, is the downward speed of a plane of slope $p$. It is also the flux function of the slope, as shown below.

This model leaves out redeposition, reflected ions and any dependence of the yield on curvature. It requires that these effects be negligible and that slopes vary little over the size of a collision cascade. A sharp edge violates the condition on the slopes, so the edges found below describe the profile only on scales well above the cascade size, not the shape of the edge itself. A vertical beam reaches every point of a graph, so no shadowing enters. An overhang is outside the description.

\subsection{Why a yield maximum destroys convexity}

Suppose that $Y$ has a strict local maximum at an angle strictly between $0$ and $90^\circ$. Since $\arctan$ is strictly increasing and $J/n>0$, $H$ has a strict local maximum at the corresponding slope $p_*$. Take $q_1<p_*<q_2$ close enough that $H(q_1)$ and $H(q_2)$ are both below $H(p_*)$, and write $p_*=\lambda q_1+(1-\lambda)q_2$ with $0<\lambda<1$. Convexity would require
\begin{equation}
H(p_*)\le\lambda H(q_1)+(1-\lambda)H(q_2)<H(p_*),
\end{equation}
which is impossible. Hence $H$ is nonconvex on any slope interval that contains $p_*$ in its interior.

The maximum is sufficient but not necessary. The rising yield $Y\propto1+\sin^2\theta$ gives $H\propto1+p^2/(1+p^2)$, whose second derivative is proportional to
\begin{equation}
\frac{2(1-3p^2)}{(1+p^2)^3}
\end{equation}
and changes sign at $p=1/\sqrt3$. By contrast, $Y\propto1/\cos\theta$ gives $H\propto\sqrt{1+p^2}$, with second derivative proportional to $(1+p^2)^{-3/2}>0$. An implementation should therefore examine the curvature of $H$ over the slopes in use, not merely ask whether they include the yield maximum.

\subsection{Why the speed law does not select}

Differentiating \eqref{eq:law} with respect to $x$ gives
\begin{equation}
p_t+\frac{\partial H(p)}{\partial x}=0,\qquad p_t+H'(p)p_x=0,
\end{equation}
the second form holding where $p$ is smooth. A given slope travels horizontally at $H'(p)$.

Now let planes of slopes $p_a$ on the left and $p_b$ on the right meet at an edge $x=X(t)$. Their heights change at the edge at the rates $p_a\dot X-H(p_a)$ and $p_b\dot X-H(p_b)$. Continuity of height makes these equal, so
\begin{equation}
\dot X=\sigma=\frac{H(p_b)-H(p_a)}{p_b-p_a}. \label{eq:speed}
\end{equation}
This is the slope of the chord joining two points of the graph of $H$. Such a speed exists for any two different slopes, so \eqref{eq:speed} cannot decide whether the edge should exist.

\subsection{Smoothing and comparison}

We add a second-order smoothing of strength $\nu>0$:
\begin{equation}
h_t+H(h_x)=\nu h_{xx}. \label{eq:viscous}
\end{equation}
It lowers a rounded ridge and fills a rounded valley. This is an additional physical assumption, not a consequence of the yield. Sputtering itself need not supply it: when ions deposit their energy below the surface, a valley floor under a normal beam can erode faster than a ridge top, which corresponds to a negative $\nu$. The selection below therefore requires another process that makes the total $\nu$ positive wherever this happens. We take $H$ smooth with $|H'|\le B$. We also use, without proving it here, the standard existence result for this parabolic equation: data made of two planes give a continuous solution that is smooth for $t>0$ and grows at most linearly in $|x|$ over bounded times.

Ordered surfaces remain ordered. Let $u$ satisfy \eqref{eq:viscous} with $=$ replaced by $\le$, let $v$ satisfy it with $\ge$, and let $u\le v$ at $t=0$. By the mean value theorem, $w=u-v$ obeys
\begin{equation}
w_t+b\,w_x-\nu w_{xx}\le0,\qquad |b|\le B. \label{eq:w}
\end{equation}
Choose a length $\ell$, a small $\varepsilon>0$, and
\begin{equation}
\phi=\varepsilon(\ell^2+x^2)e^{Kt},\qquad K>\frac B\ell+\frac{2\nu}{\ell^2}.
\end{equation}
Because $2|x|\le(\ell^2+x^2)/\ell$ and $1\le(\ell^2+x^2)/\ell^2$,
\begin{align}
\phi_t+b\phi_x-\nu\phi_{xx}
&=\varepsilon e^{Kt}\left[K(\ell^2+x^2)+2bx-2\nu\right]\\
&\ge\varepsilon e^{Kt}(\ell^2+x^2)
\left[K-\frac B\ell-\frac{2\nu}{\ell^2}\right]>0.
\end{align}
Initially $w<\phi$, and far away $\phi$ exceeds the linearly growing $w$. If $w$ ever reached $\phi$, then at the first contact $w_t\ge\phi_t$, $w_x=\phi_x$ and $w_{xx}\le\phi_{xx}$. The left side of \eqref{eq:w} would then be positive, a contradiction. Letting $\varepsilon\to0$ gives $u\le v$ at later times.

Comparison also confines the slopes. Consider a valley, meaning $p_L<p_R$, with initial height
\begin{equation}
h_0(x)=\max(p_Lx,p_Rx).
\end{equation}
For $d>0$, its slopes give $h_0(x)+p_Ld\le h_0(x+d)\le h_0(x)+p_Rd$. Shifting a solution horizontally or adding a constant to it produces another solution. Comparison therefore gives
\begin{equation}
p_Ld\le h(x+d,t)-h(x,t)\le p_Rd,
\end{equation}
and $h_x$ remains in $I=[p_L,p_R]$.

\subsection{The selected valley, with an error bound}

Let $h^\nu$ be the smoothed valley. For each $p\in I$, the plane $px-tH(p)$ solves \eqref{eq:viscous}, because its second derivative vanishes. It starts below $h_0$, because $px$ lies between $p_Lx$ and $p_Rx$. Comparison with all these planes gives
\begin{equation}
h^\nu(x,t)\ge U(x,t),\qquad
U(x,t)=\max_{p\in I}\,[px-tH(p)]. \label{eq:U}
\end{equation}

For the opposite bound define, for any horizontal speed $a$,
\begin{equation}
H^*(a)=\max_{p\in I}\,[ap-H(p)].
\end{equation}
For $q\in I$ this implies $-H(q)\le H^*(a)-aq$. Since $h^\nu_x$ remains in $I$,
\begin{equation}
h^\nu_t\le\nu h^\nu_{xx}-ah^\nu_x+H^*(a).
\end{equation}
The corresponding linear equation with the same initial data has the solution
\begin{equation}
z(x,t)=tH^*(a)+\left\langle h_0\!\left(x-at+\sqrt{2\nu t}\,\xi\right)\right\rangle,
\end{equation}
where $\langle\cdot\rangle$ averages over a normal variable $\xi$ of mean zero and variance one. The average supplies diffusion with variance $2\nu t$, the shift $-at$ supplies the drift, and the first term supplies the constant source. Comparison, now with the linear flux function $aq-H^*(a)$, gives $h^\nu\le z$.

To bound the height at a chosen point and time, set $a=x/t$. Then $x-at=0$, and
\begin{align}
\left\langle h_0(\sqrt{2\nu t}\,\xi)\right\rangle
&=\sqrt{2\nu t}\,(p_R-p_L)\int_0^\infty
\frac{\xi e^{-\xi^2/2}}{\sqrt{2\pi}}\,d\xi\\
&=\sqrt{2\nu t}\,\frac{p_R-p_L}{\sqrt{2\pi}}
=(p_R-p_L)\sqrt{\frac{\nu t}{\pi}} .
\end{align}
The negative half-line contributes the term with $-p_L$. Moreover $tH^*(x/t)=U(x,t)$. Hence
\begin{equation}
0\le h^\nu-U\le(p_R-p_L)\sqrt{\frac{\nu t}{\pi}}. \label{eq:bound}
\end{equation}
As $\nu\to0$ the smoothed height tends to $U$, uniformly in $x$ over any bounded time interval. At fixed $\nu$ the bound grows as $\sqrt t$, more slowly than the erosion depth of a plane, which grows as $t$.

\subsection{The ridge and the envelopes}

A ridge has $p_L>p_R$. Put $g=-h^\nu$. Then
\begin{equation}
g_t+G(g_x)=\nu g_{xx},\qquad G(q)=-H(-q),
\end{equation}
and $g$ starts as a valley with slopes $-p_L<-p_R$. Applying \eqref{eq:bound} to $g$ and returning to $p=-q$ turns the maximum into a minimum:
\begin{gather}
U(x,t)=\min_{p\in[p_R,p_L]}[px-tH(p)],\\
0\le U-h^\nu\le(p_L-p_R)\sqrt{\frac{\nu t}{\pi}}.
\end{gather}
A smoothed valley lies on or above its limit, and a smoothed ridge on or below it.

The lower convex envelope $H_\vee$ is the greatest convex function on $I$ that does not exceed $H$. For each $a$, the line $ap-H^*(a)$ lies on or below $H$. It is itself convex, so it also lies on or below $H_\vee$. This gives $ap-H_\vee(p)\le H^*(a)$. Since $H_\vee\le H$, the reverse inequality between the maxima holds as well, and
\begin{equation}
\max_{p\in I}[ap-H_\vee(p)]=H^*(a).
\end{equation}
The valley therefore depends on $H$ through its lower envelope alone. Under the reflection above, this becomes the upper concave envelope of $H$ for a ridge.

\section{Constructing the envelope and using it}

\subsection{Symbols and results carried over}

The height is $h(x,t)$, its slope is $p=h_x$, and $H(p)=(J/n)Y(\arctan|p|)$ is the downward speed of a plane. Initially the slope is $p_L$ for $x<0$ and $p_R$ for $x>0$, with $h(0,0)=0$. With vanishing second-order smoothing $\nu h_{xx}$, the selected height is
\begin{equation}
U=
\begin{cases}
\displaystyle\max_{p_L\le p\le p_R}[px-tH(p)],&p_L<p_R\ \text{(valley)},\\[2mm]
\displaystyle\min_{p_R\le p\le p_L}[px-tH(p)],&p_L>p_R\ \text{(ridge)}.
\end{cases}
\label{eq:select}
\end{equation}
The valley uses the lower convex envelope of $H$, the ridge the upper concave envelope. At finite $\nu$ the height differs from $U$ by at most $|p_R-p_L|\sqrt{\nu t/\pi}$, upward for a valley and downward for a ridge.

\subsection{Reading fans and edges from the envelope}

Let $\hat p$ be the unique maximizer for a valley at $x$, and $\hat p_d$ a maximizer at $x+d$, with $d>0$. Using each slope as a trial value at the other position gives
\begin{equation}
\hat p\,d\le U(x+d,t)-U(x,t)\le\hat p_d\,d .
\end{equation}
As $d\to0$, $\hat p_d\to\hat p$, so the surface slope is $\hat p$. The same argument applies from the left, and to the ridge with the inequalities reversed. If $\hat p$ is not an end slope, setting the derivative of $px-tH(p)$ to zero gives
\begin{equation}
H'(\hat p)=x/t .
\end{equation}
A curved part of the envelope thus produces a rounded fan, or rarefaction, that widens in proportion to $t$. On a straight part of slope $\sigma$, both ends give the same height at $x=\sigma t$. The surface slope jumps there, and the orientations between the ends are missing. This is an edge, which may have a facet or a fan on either side.

Suppose that $H$ is convex from $0$ to an inflection $p_1$ and concave from $p_1$ to $b$, with $H'(0)=0$ and $H(b)>H(0)$. For a valley from slope $0$ to $b$, the straight part starts at a tangent slope $p_v$ satisfying $F(p_v)=0$, where
\begin{equation}
F(p)=H'(p)(b-p)-H(b)+H(p). \label{eq:valleytan}
\end{equation}
Here $F(0)=H(0)-H(b)<0$. Also $F(p_1)>0$, because the concave part lies below its tangent at $p_1$. Since $F'=(b-p)H''>0$ between them, $[0,p_1]$ brackets one root.

For a ridge from $b$ to $0$, the tangent slope $p_r$ satisfies $G_r(p_r)=0$, where
\begin{equation}
G_r(p)=pH'(p)-H(p)+H(0). \label{eq:ridgetan}
\end{equation}
This function starts at zero, and $G_r'=pH''$, so it rises up to $p_1$ and falls afterwards. If $G_r(b)<0$, the interval $[p_1,b]$ brackets one root. If $G_r(b)\ge0$, the whole upper envelope is one chord and the ridge is a single edge. When $b\le p_1$, $H$ is convex on the whole interval: the valley is a fan and the ridge a single edge.

For a tabulated $H$ of any shape, take the lower convex hull of the points $(p,H)$ for a valley and the upper hull for a ridge. If the table is smooth, hull segments much longer than its spacing are edges. Scatter in measured or simulated yields can create long segments where the underlying $H$ would give a fan, so fit such data with a smooth curve first.

\subsection{A local criterion for an edge}

A steady edge has $p=P(\zeta)$ with $\zeta=x-\sigma t$. Inserting this into the smoothed slope equation $p_t+H(p)_x=\nu p_{xx}$ gives $-\sigma P'+[H(P)]'=\nu P''$. One integration, with $P\to p_a$ and $P'\to0$ on the left, yields
\begin{equation}
\nu P'=H(P)-H(p_a)-\sigma(P-p_a).
\end{equation}
The right side is the height of the graph of $H$ above the chord from $p_a$ to the right-hand slope. In a valley $P$ must increase, so the graph must lie above the chord between its ends. In a ridge $P$ must decrease, so the graph must lie below. The envelope meets this condition, whereas a chord that crosses the graph fails it.

\subsection{A yield with a maximum at 60 degrees}

The example uses round model parameters: $J=10$ nm$^{-2}$ s$^{-1}$, $n=50$ nm$^{-3}$ and $Y(0)=1$. The angular dependence is the Yamamura form with exponent 2 and maximum at $60^\circ$. With $s=1/\cos\theta=\sqrt{1+p^2}$,
\begin{gather}
Y=Y(0)s^2e^{1-s},\qquad H=r s^2e^{1-s},\\
r=\frac{JY(0)}{n}=\frac{10\times1}{50}=0.200\ \text{nm/s}.
\end{gather}
Since $ds/dp=p/s$,
\begin{align}
H'&=r\,s(2-s)e^{1-s}\frac ps=r\,p(2-s)e^{1-s},\\
H''&=re^{1-s}\left[2-s+\frac{p^2}{s}(s-3)\right]\\
&=\frac{re^{1-s}}s\left[s^3-4s^2+s+3\right].
\end{align}
The middle line uses $d[(2-s)e^{1-s}]/ds=(s-3)e^{1-s}$, and the last uses $p^2=s^2-1$. The maximum is at $s=2$, $p=\sqrt3$, where the yield is $4/e=1.47$ atoms per ion. The roots of the cubic above $s=1$ are $1.239$ and $3.461$, which correspond to slopes $0.732$ and $3.313$, or angles $36.2^\circ$ and $73.2^\circ$. Thus $H$ is convex from the flat surface to $36.2^\circ$ and concave from there to $73.2^\circ$.

The wall has slope $b=2$, or $63.4^\circ$. There $H(2)=0.2905$ nm/s and $H'(2)=-0.0274$ nm/s. Erosion lasts $t=500$ s, which lowers a flat surface by $0.200\times500=100$ nm.

\subsection{Valley: slope 0 followed by slope 2}

Tracing orientations would put the end of the floor at $x=0$ and the start of the wall at $-0.0274\times500=-13.7$ nm. The two regions overlap. Solving \eqref{eq:valleytan} by a bracketed root search gives $p_v=0.258$, or $14.5^\circ$, with $H(p_v)=0.2064$ nm/s. The edge speed is
\begin{equation}
\sigma_v=\frac{0.2905-0.2064}{2-0.258}=0.0483\ \text{nm/s}.
\end{equation}
The floor is followed by a fan from $x=0$ to $24.1$ nm, where the slope jumps from $0.258$ to $2$. The height of the edge follows from the wall plane:
\begin{equation}
2\times24.13-500\times0.29052=-97.0\ \text{nm}.
\end{equation}

A single edge from floor to wall would move at $(0.29052-0.20000)/2=0.0453$ nm/s and reach $22.6$ nm at height $-100$ nm. At that position, maximizing \eqref{eq:select} over a fine grid of slopes gives $-97.4$ nm. Measured against this selection by second-order smoothing, the single edge is too low by $2.6$ nm, or $2.6\%$ of the flat erosion depth. Its chord also fails the local criterion: $H$ minus the chord ranges from $-0.0053$ to $0.0249$ nm/s.

The envelope is already needed below the yield maximum. For a valley from slope $0$ to slope $1$ ($45^\circ$), \eqref{eq:valleytan} gives a tangent slope of $0.6055$ and an edge speed of $0.0850$ nm/s. Slope $1$ lies beyond the inflection, although it lies below $\sqrt3$.

\subsection{Ridge: slope 2 followed by slope 0}

Equation \eqref{eq:ridgetan} gives $p_r=1.145$, or $48.9^\circ$, with $H(p_r)=0.2748$ nm/s. The edge speed is
\begin{equation}
\sigma_r=\frac{0.2748-0.2000}{1.145}=0.0653\ \text{nm/s}.
\end{equation}
The wall ends at $x=-13.7$ nm. A fan then takes the slope from $2$ down to $1.145$ at $x=32.6$ nm, where an edge leads to the flat top at $-100$ nm. The shoulder is therefore rounded on the wall side and sharp at the top.

The single edge has the same speed as in the valley, because its chord is the same. At its position, $22.6$ nm, the selected ridge height is $-112.4$ nm instead of $-100$ nm. The difference of $12.4$ nm is $12.4\%$ of the flat erosion depth.

\subsection{What finite smoothing changes}

The smoothed equation was integrated for both corners with centred differences and explicit time steps. At the smaller $\nu$, a spacing of $0.1$ nm with first-order time steps underestimates the largest deviation by about $0.02$ nm, so the table lists values that no longer change under refinement. Below, $D$ is the largest deviation of the height from $U$, $D_{\max}$ is its upper bound, and $X$ is the position where the slope is midway between the two edge slopes.

\begin{center}
\begin{tabular}{lcccc}
corner & $\nu$ (nm$^2$/s) & $D$ (nm) & $D_{\max}$ (nm) & $X$ (nm)\\
\hline
valley & 0.2000 & 6.7 & 11.3 & 27.4\\
valley & 0.0125 & 0.8 & 2.8 & 24.6\\
ridge & 0.2000 & 8.1 & 11.3 & 39.6\\
ridge & 0.0125 & 1.2 & 2.8 & 33.8
\end{tabular}
\end{center}

The edges approach the limiting positions $24.1$ and $32.6$ nm from the right. A sixteenfold reduction of $\nu$ reduces the bound fourfold, while the deviations fall by factors of about eight and seven. The bound is a guaranteed ceiling, not an estimate of the error. At the position of the rejected single edge, the smaller $\nu$ gives $-96.7$ nm for the valley and $-113.2$ nm for the ridge, each on the side of $U$ away from $-100$ nm.

\subsection{Node updates and meeting corners}

Setting $x=0$ in \eqref{eq:select} gives the mean downward speed of a grid node with slopes $p_L$ and $p_R$ on its two sides:
\begin{equation}
-\frac{U(0,t)}t=
\begin{cases}
\min_{[p_L,p_R]}H,&p_L\le p_R,\\
\max_{[p_R,p_L]}H,&p_L>p_R.
\end{cases}
\end{equation}
For the present $H$, compare its values at the end slopes and at those of $0,\pm\sqrt3$ that lie between them. The valley node descends at $0.200$ nm/s and the ridge node at $0.200\times1.4715=0.294$ nm/s. On a grid of spacing $\Delta x$, keep the time step below $\Delta x/\max|H'|$, so that signals from neighbouring corners do not reach the node during the step.

The two-plane solution also ends when corners meet. On a wall between a floor and a top, the foot edge moves toward the shoulder at $0.0483$ nm/s, and the shoulder fan moves toward the foot at $0.0274$ nm/s. Over 500 s they cover $24.1+13.7=37.8$ nm, so the wall must be wider than this horizontally. Afterwards the two-plane formula no longer covers the region where they interact, and the profile can be advanced numerically.

\subsection{Surface diffusion}

Replace $\nu h_{xx}$ by $-Bh_{xxxx}$, where $B>0$ is now a surface-diffusion coefficient. To isolate the smoothing, take $H$ constant, so that $p_t=-Bp_{xxxx}$. A step from slope $0$ to slope $1$ becomes
\begin{equation}
p=\frac12+\frac1\pi\int_0^\infty\frac{\sin(kx)}k\,e^{-Bk^4t}\,dk,
\end{equation}
because the Fourier component of wavenumber $k$ decays at the rate $Bk^4$. Numerical quadrature gives an overshoot of $5.2\%$ of the step. The profile depends on $x/(Bt)^{1/4}$ alone, so reducing $B$ narrows the overshoot without lowering it.

The slopes thus leave their initial range, which ordered evolution would forbid. The comparison argument fails, and envelope selection is not guaranteed. It does fail for the valley example: with the present $H$ and $B=0.03$ or $0.003$ nm$^4$/s, the height at $22.6$ nm comes out near $-100$ nm, close to the single edge rather than to the envelope value $-97.4$ nm, while the ridge height there stays near $-112.5$ nm. If surface diffusion is the dominant smoothing, the admissible edges have to be found from its own fourth-order equation.
